# Small-G errors of valence X-ray form factors from ultrasoft densities: test program

```python
"""
Result under test: small-G order at which valence X-ray form factors deviate
from the all-electron (AE) valence form factor.
  smooth density                          : multipole L deviates at G^L
  + pseudized augmentation, moment L kept : multipole L deviates at G^(L+2)
  + second radial moment kept for L=0     : L=0 deviates at G^4
Model: non-interacting electrons in -Z/r, core 1s^2, valence 2s^2 2p_z^2.
Atomic units. F(G) = f0 - 2 P2(cos angle of G to z) f2,
f_L = int r^2 w_L(r) j_L(G r) dr,  w0 = 2 Rs^2 + 2 Rp^2,  w2 = 2 Rp^2.
Q = R_AE^2 - R_pseudo^2 is the augmentation function of one orbital.
"""
import math
import numpy as np
import sympy as sp
from scipy.special import spherical_jn, j0 as bessel_j0
from scipy.constants import physical_constants

Z, r_cut, r_inner = 6, 0.8, 0.5
occ_s, occ_p, occ_core = 2, 2, 2
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
r = sp.symbols("r", positive=True)


def gauss_panels(edges, count):
    x, w = np.polynomial.legendre.leggauss(count)
    nodes = [(b - a) / 2 * x + (a + b) / 2 for a, b in zip(edges, edges[1:])]
    weights = [(b - a) / 2 * w for a, b in zip(edges, edges[1:])]
    return np.concatenate(nodes), np.concatenate(weights)


grid, weight = gauss_panels([0, r_inner, r_cut, 3.0, 8.0], 80)
inner_grid, inner_weight = gauss_panels([0, r_inner], 80)

# All-electron radial functions, checked against the radial equation
R_core = 2 * sp.sqrt(sp.Integer(Z)**3) * sp.exp(-Z * r)
R_s = sp.sqrt(sp.Rational(Z**3, 2)) * (1 - Z * r / 2) * sp.exp(-Z * r / 2)
R_p = sp.sqrt(sp.Rational(Z**5, 24)) * r * sp.exp(-Z * r / 2)
for R, n, l in ((R_core, 1, 0), (R_s, 2, 0), (R_p, 2, 1)):
    residual = (-(sp.diff(R, r, 2) + 2 * sp.diff(R, r) / r) / 2
                + (sp.Rational(l * (l + 1), 2) / r**2 - Z / r
                   + sp.Rational(Z**2, 2 * n**2)) * R)
    assert sp.simplify(residual) == 0


def fit_inside(expr, lowest_power, radius, n_derivatives, moments=()):
    """r^lowest_power times a polynomial in r^2, matched at radius;
    each m in moments keeps int_0^radius r^m expr dr."""
    size = n_derivatives + len(moments)
    powers = [lowest_power + 2 * k for k in range(size)]
    rows, targets = [], []
    for d in range(n_derivatives):
        rows.append([math.perm(p, d) * radius**(p - d) for p in powers])
        targets.append(float(sp.diff(expr, r, d).subs(r, radius).evalf()))
    for m in moments:
        rows.append([radius**(m + p + 1) / (m + p + 1) for p in powers])
        values = sp.lambdify(r, expr, "numpy")(inner_grid)
        targets.append(float(np.sum(inner_weight * inner_grid**m * values)))
    coefficients = np.linalg.solve(np.array(rows), np.array(targets))
    return sum(float(c) * r**p for c, p in zip(coefficients, powers))


def on_grid(expr):
    return sp.lambdify(r, expr, "numpy")(grid)


pseudo_s = fit_inside(R_s, 0, r_cut, 4)
pseudo_p = fit_inside(R_p, 1, r_cut, 4)
ae_s, ae_p, ae_core = on_grid(R_s), on_grid(R_p), on_grid(R_core)
ps_s = np.where(grid < r_cut, on_grid(pseudo_s), ae_s)
ps_p = np.where(grid < r_cut, on_grid(pseudo_p), ae_p)
assert np.all(ps_s < 0) and np.all(ps_p > 0)      # nodeless
assert np.any(ae_s > 0) and np.any(ae_s < 0)      # AE 2s has a node

Q_s, Q_p = R_s**2 - pseudo_s**2, R_p**2 - pseudo_p**2
true_Q_s, true_Q_p = ae_s**2 - ps_s**2, ae_p**2 - ps_p**2


def pseudized(expr, true_values, L, moments):
    inside = on_grid(fit_inside(expr, L, r_inner, 3, moments))
    return np.where(grid < r_inner, inside, true_values)


w0_ae = occ_s * ae_s**2 + occ_p * ae_p**2
w2_ae = occ_p * ae_p**2
w0_smooth = occ_s * ps_s**2 + occ_p * ps_p**2
w2_smooth = occ_p * ps_p**2
w0_aug = (w0_smooth + occ_s * pseudized(Q_s, true_Q_s, 0, (2,))
          + occ_p * pseudized(Q_p, true_Q_p, 0, (2,)))
w2_aug = w2_smooth + occ_p * pseudized(Q_p, true_Q_p, 2, (4,))
w0_extra = (w0_smooth + occ_s * pseudized(Q_s, true_Q_s, 0, (2, 4))
            + occ_p * pseudized(Q_p, true_Q_p, 0, (2, 4)))


def radial_transform(w, L, G):
    return float(np.sum(weight * grid**2 * w * spherical_jn(L, G * grid)))


def form_factor(w0, w2, G, cos_angle):
    P2 = (3 * cos_angle**2 - 1) / 2
    return radial_transform(w0, 0, G) - 2 * P2 * radial_transform(w2, 2, G)


# Closed hydrogenic forms against quadrature
for G in (0.3, 2.0, 7.0, 12.0):
    x2 = (G / Z)**2
    closed = {
        "core": (1 + x2 / 4)**-2,
        "s": (1 - 3 * x2 + 2 * x2**2) / (1 + x2)**4,
        "p0": (1 - x2) / (1 + x2)**4,
        "p2": 2 * x2 / (1 + x2)**4}
    assert abs(radial_transform(ae_core**2, 0, G) - closed["core"]) < 1e-10
    assert abs(radial_transform(ae_s**2, 0, G) - closed["s"]) < 1e-10
    assert abs(radial_transform(ae_p**2, 0, G) - closed["p0"]) < 1e-10
    assert abs(radial_transform(ae_p**2, 2, G) - closed["p2"]) < 1e-10

# Multipole formula against direct integration of the orbital density
cosines, cos_weight = np.polynomial.legendre.leggauss(80)
sines = np.sqrt(1 - cosines**2)
for s_values, p_values, w0, w2 in ((ae_s, ae_p, w0_ae, w2_ae),
                                  (ps_s, ps_p, w0_smooth, w2_smooth)):
    density = (occ_s * s_values[:, None]**2 + occ_p * 3 * cosines**2
               * p_values[:, None]**2) / (4 * np.pi)
    for G, angle in ((3.0, 0.7), (5.0, 0.0), (2.0, 1.4)):
        Gr = G * grid[:, None]
        phase = (2 * np.pi * bessel_j0(Gr * sines * np.sin(angle))
                 * np.cos(Gr * cosines * np.cos(angle)))
        direct = np.sum((weight * grid**2)[:, None] * cos_weight
                        * density * phase)
        assert abs(direct - form_factor(w0, w2, G, np.cos(angle))) < 1e-9


def leading_coefficient(L, k, delta_w):
    """Coefficient of G^(L+2k) in the transform of delta_w."""
    denominator = 2**k * math.factorial(k)
    for odd in range(1, 2 * L + 2 * k + 2, 2):
        denominator *= odd
    moment = np.sum(weight * grid**(2 + L + 2 * k) * delta_w)
    return float((-1)**k * moment / denominator)


print(f"nuclear charge Z = {Z}; occupations 1s {occ_core}, "
      f"2s {occ_s}, 2p_z {occ_p}")
print(f"cutoff radius = {r_cut} bohr; inner radius = {r_inner} bohr")
charge_s = float(np.sum(weight * grid**2 * true_Q_s))
charge_p = float(np.sum(weight * grid**2 * true_Q_p))
print(f"augmentation charge per 2s electron = {charge_s:.6f} e")
print(f"augmentation charge per 2p electron = {charge_p:.6f} e")
print(f"total augmentation charge = "
      f"{occ_s * charge_s + occ_p * charge_p:.6f} e")

small_G = 0.1
print(f"orders measured between G = {small_G} and {2 * small_G} 1/bohr")
cases = (("smooth, L=0", 0, 0, w0_smooth, w0_ae),
         ("smooth, L=2", 2, 0, w2_smooth, w2_ae),
         ("pseudized augmentation, L=0", 0, 1, w0_aug, w0_ae),
         ("pseudized augmentation, L=2", 2, 1, w2_aug, w2_ae),
         ("extra r^2 moment kept, L=0", 0, 2, w0_extra, w0_ae))
coefficient_of = {}
for name, L, k, approximate, reference in cases:
    errors = [radial_transform(approximate, L, G)
              - radial_transform(reference, L, G)
              for G in (small_G, 2 * small_G)]
    measured_order = math.log2(abs(errors[1] / errors[0]))
    order = L + 2 * k
    predicted = leading_coefficient(L, k, approximate - reference)
    assert abs(measured_order - order) < 0.05, (name, measured_order)
    assert abs(errors[0] / small_G**order / predicted - 1) < 0.02, name
    coefficient_of[name] = predicted
    print(f"{name}: measured order {measured_order:.4f}, "
          f"coefficient {predicted:.5e} e bohr^{order}")

# Whole form factor: the leading augmented error is isotropic
main = coefficient_of["pseudized augmentation, L=0"]
for cos_angle in (0.0, 0.6, 1.0):
    error = (form_factor(w0_aug, w2_aug, small_G, cos_angle)
             - form_factor(w0_ae, w2_ae, small_G, cos_angle))
    assert abs(error / (main * small_G**2) - 1) < 0.02
    print(f"augmented error / G^2 at G = {small_G}, cos angle {cos_angle}: "
          f"{error / small_G**2:.5e} e bohr^2")
print(f"leading augmented coefficient = "
      f"{main * bohr_in_angstrom**2:.5e} e angstrom^2")

# With the extra moment, the whole error is of order G^4 in each direction
for cos_angle in (0.0, 1.0):
    P2 = (3 * cos_angle**2 - 1) / 2
    total = (coefficient_of["extra r^2 moment kept, L=0"]
             - 2 * P2 * coefficient_of["pseudized augmentation, L=2"])
    error = (form_factor(w0_extra, w2_aug, 2 * small_G, cos_angle)
             - form_factor(w0_ae, w2_ae, 2 * small_G, cos_angle))
    assert abs(error / (total * (2 * small_G)**4) - 1) < 0.03
    print(f"extra-moment G^4 coefficient of F, cos angle {cos_angle}: "
          f"{total:.5e} e bohr^4")

print("F along z in e; G in 1/bohr")
print("G | AE valence | smooth | augmented | extra moment | core")
for G in (0.0, 0.5, 1.0, 2.0, 4.0, 8.0, 12.0):
    row = [form_factor(w0, w2, G, 1.0) for w0, w2 in
           ((w0_ae, w2_ae), (w0_smooth, w2_smooth),
            (w0_aug, w2_aug), (w0_extra, w2_aug))]
    row.append(occ_core * radial_transform(ae_core**2, 0, G))
    print(f"{G:4.1f} | " + " | ".join(f"{value:.6f}" for value in row))
print("verified")
```

Running it gives:

```
nuclear charge Z = 6; occupations 1s 2, 2s 2, 2p_z 2
cutoff radius = 0.8 bohr; inner radius = 0.5 bohr
augmentation charge per 2s electron = 0.001061 e
augmentation charge per 2p electron = 0.070667 e
total augmentation charge = 0.143456 e
orders measured between G = 0.1 and 0.2 1/bohr
smooth, L=0: measured order -0.0003, coefficient -1.43456e-01 e bohr^0
smooth, L=2: measured order 1.9994, coefficient -1.43101e-03 e bohr^2
pseudized augmentation, L=0: measured order 1.9997, coefficient -7.40165e-04 e bohr^2
pseudized augmentation, L=2: measured order 3.9997, coefficient -2.07075e-07 e bohr^4
extra r^2 moment kept, L=0: measured order 3.9998, coefficient -1.31908e-06 e bohr^4
augmented error / G^2 at G = 0.1, cos angle 0.0: -7.40118e-04 e bohr^2
augmented error / G^2 at G = 0.1, cos angle 0.6: -7.40116e-04 e bohr^2
augmented error / G^2 at G = 0.1, cos angle 1.0: -7.40112e-04 e bohr^2
leading augmented coefficient = -2.07267e-04 e angstrom^2
extra-moment G^4 coefficient of F, cos angle 0.0: -1.52616e-06 e bohr^4
extra-moment G^4 coefficient of F, cos angle 1.0: -9.04930e-07 e bohr^4
F along z in e; G in 1/bohr
G | AE valence | smooth | augmented | extra moment | core
 0.0 | 4.000000 | 3.856544 | 4.000000 | 4.000000 | 2.000000
 0.5 | 3.782902 | 3.640424 | 3.782717 | 3.782901 | 1.993074
 1.0 | 3.189241 | 3.049663 | 3.188507 | 3.189241 | 1.972509
 2.0 | 1.490400 | 1.361897 | 1.487522 | 1.490386 | 1.893353
 4.0 | -0.533175 | -0.624892 | -0.543740 | -0.533387 | 1.620000
 8.0 | -0.198236 | -0.222027 | -0.228120 | -0.200829 | 0.958580
12.0 | 0.006400 | -0.008765 | -0.030876 | -0.001920 | 0.500000
verified
```
